# High-order Møller–Plesset energies from full CI sigma vectors: cost and rounding: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
# RESULT UNDER TEST
# Moller-Plesset energies E_m through order 2n+1 follow from n+1 full CI sigma
# calls, and the rounding error of the recursion obeys the exact identity
#     computed e(z) - exact e(z) = -<psi|r> / <psi|psi_computed>.
# Symbols: H = H0 + V, H0 = sum of orbital energies, gap = H0 - E_0,
# W = V - E_1, psi(z) = sum psi_n z^n with <0|psi> = 1, e(z) = sum E_m z^m (m>=2),
# r(z) = (gap + z W - e_computed) psi_computed. Energies are in hartree.
# High-precision numbers are Python integers in units of 1/ONE (fixed point).
from operator import floordiv, truediv
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, mp, lib
from pyscf.fci import direct_spin1, cistring

lib.num_threads(1)
ONE = 1 << 240
ORDER = 51
HALF = ORDER // 2
ROUNDOFF = 2.0 ** -53
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def fixed(x):
    top, bottom = float(x).as_integer_ratio()
    return top * ONE // bottom


def fixed_array(a):
    a = np.asarray(a, dtype=float)
    flat = np.empty(a.size, dtype=object)
    for i, x in enumerate(a.ravel()):
        flat[i] = fixed(x)
    return flat.reshape(a.shape)


def to_float(a):
    a = np.asarray(a, dtype=object)
    return np.array([x / ONE for x in a.ravel()], dtype=float).reshape(a.shape)


def recursion(apply_w, gap, order, one, div):
    """Vectors psi_0..psi_(order-1), their W images, energies to 'order'."""
    reference = gap * 0
    reference[0] = one
    psi, wpsi, energy = [reference], [], [0 * one, 0 * one]
    for n in range(1, order):
        wpsi.append(apply_w(psi[-1]))
        rhs = -wpsi[-1]
        for k in range(2, n):
            rhs = rhs + div(energy[k] * psi[n - k], one)
        new = div(rhs * one, gap)
        new[0] = 0 * one
        psi.append(new)
        energy.append(div(np.dot(wpsi[0], new), one))
    return psi, wpsi, energy


def rule_energies(psi, wpsi, order, one, div, source=None):
    """Energies from the 2n+1 rule; 'source' replaces the lower energies."""
    top = order // 2
    overlap = [[div(np.dot(psi[k], psi[l]), one) for l in range(top + 1)]
               for k in range(top + 1)]
    energy = [0 * one, 0 * one]
    known = energy if source is None else source
    for m in range(2, order + 1):
        i = (m - 1) // 2
        j = m - 1 - i
        value = div(np.dot(psi[i], wpsi[j]), one)
        for k in range(1, i + 1):
            for l in range(1, j + 1):
                if m - k - l >= 2:
                    value = value - div(known[m - k - l] * overlap[k][l], one)
        energy.append(value)
    return energy


def overlap_series(left, right, count):
    out = []
    for n in range(count):
        first = max(0, n - len(right) + 1)
        last = min(n, len(left) - 1)
        out.append(sum(np.dot(left[k], right[n - k])
                       for k in range(first, last + 1)) // ONE)
    return out


def divide_series(numerator, denominator):
    """Power series quotient for a denominator with leading coefficient 1."""
    out = []
    for n, value in enumerate(numerator):
        last = min(n, len(denominator) - 1)
        out.append(value - sum(denominator[j] * out[n - j]
                               for j in range(1, last + 1)) // ONE)
    return out


def amplifier(psi):
    norm = overlap_series(psi, psi, len(psi))
    return divide_series([ONE] + [0] * (len(psi) - 1), norm)


def peak(values, low, high):
    return max(abs(values[m]) for m in range(low, high + 1))


def analyse(bond, angle):
    mol = gto.M(atom=f"O; H 1 {bond}; H 1 {bond} 2 {angle}", basis="sto-3g",
                symmetry=True, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 300
    mf.kernel()
    assert mf.converged
    order_mo = np.argsort(mf.mo_energy, kind="stable")
    eps = np.asarray(mf.mo_energy)[order_mo]
    coeff = np.asarray(mf.mo_coeff)[:, order_mo]
    norb, nocc = len(eps), mol.nelectron // 2
    nelec = (nocc, nocc)
    h1 = coeff.T @ mf.get_hcore() @ coeff
    eri = ao2mo.kernel(mol, coeff)
    h2 = direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)
    link = cistring.gen_linkstr_index_trilidx(range(norb), nocc)
    occupied = np.asarray(cistring.gen_occslst(range(norb), nocc))
    string_energy = eps[occupied].sum(axis=1)
    nstr = len(string_energy)

    def sigma(full):
        return direct_spin1.contract_2e(h2, full.reshape(nstr, nstr), norb,
                                        nelec, (link, link)).ravel()

    h_full = np.array([sigma(row) for row in np.eye(nstr * nstr)])
    h_full = 0.5 * (h_full + h_full.T)
    # determinants coupled to the reference, directly or through others
    mask = np.zeros(nstr * nstr, dtype=bool)
    mask[0] = True
    while True:
        grown = mask | (np.abs(h_full[mask]) > 1e-8).any(axis=0)
        if (grown == mask).all():
            break
        mask = grown
    block = np.flatnonzero(mask)
    dim = len(block)
    ham = h_full[np.ix_(block, block)]
    h0 = np.add.outer(string_energy, string_energy).ravel()[block]
    e1 = ham[0, 0] - h0[0]
    gap = h0 - h0[0]
    assert gap[1:].min() > 0
    assert abs(ham[0, 0] + mol.energy_nuc() - mf.e_tot) < 1e-9

    # high-precision reference for exactly the same stored Hamiltonian
    h0_fix = fixed_array(h0)
    w_fix = fixed_array(ham)
    e1_fix = w_fix[0, 0] - h0_fix[0]
    for i in range(dim):
        w_fix[i, i] -= h0_fix[i] + e1_fix
    gap_fix = h0_fix - h0_fix[0]
    gap_fix[0] = ONE

    def apply_fix(v):
        return np.dot(w_fix, v) // ONE

    psi, wpsi, exact = recursion(apply_fix, gap_fix, ORDER, ONE, floordiv)
    by_rule = rule_energies(psi[:HALF + 1], wpsi[:HALF + 1], ORDER, ONE, floordiv)
    assert max(abs(a - b) for a, b in zip(exact, by_rule)) < ONE // 10 ** 40
    energy = to_float(exact)
    mp2 = mp.MP2(mf).kernel()[0]
    assert abs(energy[2] - mp2) < 1e-8

    # Taylor coefficients from eigenvalues on a circle in the complex plane
    w_float = to_float(w_fix)
    radius, points = 0.5, 64
    z = radius * np.exp(2j * np.pi * np.arange(points) / points)
    root = np.zeros(points, dtype=complex)
    for p in range(points // 2 + 1):
        values, vectors = np.linalg.eig(np.diag(gap) + z[p] * w_float)
        root[p] = values[np.argmax(np.abs(vectors[0]))]
        root[-p] = np.conj(root[p]) if 0 < p < points // 2 else root[-p]
    contour = [np.mean(root * z ** (-n)).real for n in range(13)]
    for n in range(2, 13):
        assert abs(contour[n] - energy[n]) < 2e-12 / radius ** n

    # double precision run with the full CI sigma routine
    def apply_sigma(v):
        full = np.zeros(nstr * nstr)
        full[block] = v
        return sigma(full)[block] - h0 * v - e1 * v

    gap_safe = gap.copy()
    gap_safe[0] = 1.0
    psi_d, wpsi_d, direct = recursion(apply_sigma, gap_safe, ORDER, 1.0, truediv)
    short_psi, short_wpsi = psi_d[:HALF + 1], wpsi_d[:HALF + 1]
    rule = rule_energies(short_psi, short_wpsi, ORDER, 1.0, truediv)
    direct_fix = [fixed(x) for x in direct]
    rule_fix = [fixed(x) for x in rule]
    err_direct = to_float([a - b for a, b in zip(direct_fix, exact)])
    err_rule = to_float([a - b for a, b in zip(rule_fix, exact)])

    # exact error identity, evaluated from the residuals of the double run
    psi_t = [fixed_array(v) for v in psi_d]
    w_psi_t = [apply_fix(v) for v in psi_t]
    residual = [gap_fix * 0]
    for n in range(1, ORDER + 1):
        r = w_psi_t[n - 1]
        for k in range(2, n + 1):
            r = r - direct_fix[k] * psi_t[n - k] // ONE
        if n < len(psi_t):
            r = r + gap_fix * psi_t[n] // ONE
        residual.append(r)
    numerator = [-x for x in overlap_series(psi, residual, ORDER + 1)]
    predicted = divide_series(numerator, overlap_series(psi, psi_t, ORDER))
    mismatch = max(abs(predicted[m] - (direct_fix[m] - exact[m]))
                   for m in range(2, ORDER + 1))
    assert mismatch < ONE // 10 ** 40

    # the amplifier is the weight of the reference determinant
    amp = to_float(amplifier(psi))
    vec = np.linalg.eigh(np.diag(gap) + 0.25 * w_float)[1][:, 0]
    weight_series = sum(a * 0.25 ** n for n, a in enumerate(amp))
    assert abs(weight_series - vec[0] ** 2) < 1e-10

    # rounding made inside the 2n+1 formula for given vectors and energies
    same_input = rule_energies(psi_t[:HALF + 1], w_psi_t[:HALF + 1], ORDER,
                               ONE, floordiv, rule_fix)
    local = to_float([a - b for a, b in zip(rule_fix, same_input)])
    abs_psi = [np.abs(v) for v in short_psi]
    abs_w = [np.abs(ham) @ v for v in abs_psi]
    size = rule_energies(abs_psi, abs_w, ORDER, 1.0, truediv,
                         [-abs(x) for x in rule])
    for m in range(2, ORDER + 1):
        assert abs(local[m]) <= dim * ROUNDOFF * size[m]

    # same recursion with the large energies subtracted beforehand
    dense = recursion(lambda v: w_float @ v, gap_safe, ORDER, 1.0, truediv)[2]
    err_dense = to_float([fixed(a) - b for a, b in zip(dense, exact)])
    tiny = 1e-60
    gain = np.exp(np.mean(np.log((np.abs(err_direct[2:]) + tiny)
                                 / (np.abs(err_dense[2:]) + tiny))))
    assert gain > 1

    fci_corr = np.linalg.eigvalsh(ham)[0] - ham[0, 0]
    partial = np.cumsum(energy)
    norms = [np.linalg.norm(v) for v in psi_d]
    growth = (norms[50] / norms[40]) ** 0.1
    early = peak(err_direct, 12, 21) / peak(energy, 12, 21)
    late = peak(err_direct, 42, 51) / peak(energy, 42, 51)
    late_rule = peak(err_rule, 42, 51) / peak(energy, 42, 51)
    assert late < 1e-9

    print(f"WATER STO-3G: O-H {bond} angstrom, angle {angle} deg, {dim} determinants")
    print(f"RHF energy {mf.e_tot:.8f} Eh; smallest gap {gap[1:].min():.5f} Eh")
    print(f"FCI correlation {fci_corr:.10f} Eh = {fci_corr * HARTREE_EV:.6f} eV")
    print(f"E_12: recursion {energy[12]:.6e}, contour {contour[12]:.6e} Eh")
    print("order  E_m/Eh  rel.err direct  rel.err rule  S_m/|E_m|")
    for m in (2, 3, 4, 5, 10, 20, 30, 40, 50, 51):
        print(f"{m:3d} {energy[m]: .9e} {abs(err_direct[m] / energy[m]):.1e} "
              f"{abs(err_rule[m] / energy[m]):.1e} {size[m] / abs(energy[m]):.1e}")
    print("sum minus FCI at orders 10, 30, 51 (Eh): "
          + ", ".join(f"{partial[m] - fci_corr:.3e}" for m in (10, 30, 51)))
    print(f"vector norm factor per order, 40 to 50: {growth:.4f}")
    print(f"peak error/peak energy, direct: orders 12-21 {early:.1e}, 42-51 {late:.1e}")
    print(f"peak error/peak energy, rule: orders 42-51 {late_rule:.1e}")
    worst = max(range(2, ORDER + 1), key=lambda m: abs(err_direct[m] / energy[m]))
    print(f"worst direct relative error {abs(err_direct[worst] / energy[worst]):.1e}"
          f" at order {worst}, E_m {energy[worst]:.2e} Eh")
    print(f"order 51 rule: total error {err_rule[51]:.1e}, local {local[51]:.1e} Eh")
    print(f"mean error ratio, sigma run / pre-subtracted W: {gain:.1f}")
    print(f"amplifier coefficient a_50: {amp[50]:.3e}")
    return len(wpsi_d), len(short_wpsi), abs(partial[ORDER] - fci_corr)


# two coupled states: amplifier and energy coefficients differ by (n-1)/gap
model_gap, model_coupling = 1.0, 0.25
gap2 = fixed_array([1.0, model_gap])
w2 = fixed_array([[0.0, model_coupling], [model_coupling, 0.0]])
psi2, _, energy2 = recursion(lambda v: np.dot(w2, v) // ONE, gap2, ORDER,
                             ONE, floordiv)
amp2 = amplifier(psi2)
for n in range(2, ORDER, 2):
    assert abs(amp2[n] / energy2[n] - (n - 1) / model_gap) < 1e-10 * n
print(f"two-state model: gap {model_gap} Eh, coupling {model_coupling} Eh")
print("a_n/E_n at n = 2, 10, 50 (1/Eh): "
      + ", ".join(f"{amp2[n] / energy2[n]:.6f}" for n in (2, 10, 50)))

calls_direct, calls_rule, remainder = analyse(1.0, 105.0)
assert remainder < 1e-7
analyse(2.0, 105.0)
print(f"sigma calls for order {ORDER}: direct {calls_direct}, 2n+1 rule {calls_rule}")
print("checks complete")
```

It prints:

```
two-state model: gap 1.0 Eh, coupling 0.25 Eh
a_n/E_n at n = 2, 10, 50 (1/Eh): 1.000000, 9.000000, 49.000000
WATER STO-3G: O-H 1.0 angstrom, angle 105.0 deg, 133 determinants
RHF energy -74.96444504 Eh; smallest gap 1.00988 Eh
FCI correlation -0.0551106616 Eh = -1.499638 eV
E_12: recursion -1.436178e-06, contour -1.436176e-06 Eh
order  E_m/Eh  rel.err direct  rel.err rule  S_m/|E_m|
  2 -3.908356053e-02 1.8e-16 1.8e-16 1.0e+00
  3 -1.081974188e-02 4.9e-15 4.9e-15 1.2e+02
  4 -3.377539568e-03 6.9e-15 6.8e-15 1.1e+02
  5 -1.148899885e-03 9.7e-15 3.1e-15 1.2e+02
 10 -9.531352363e-06 1.1e-14 2.4e-14 1.8e+02
 20 -1.133418872e-10 1.1e-12 1.4e-13 7.1e+03
 30  9.014304095e-13 2.0e-13 4.8e-15 2.7e+02
 40 -1.234043319e-15 2.1e-13 1.4e-13 9.9e+01
 50 -2.109663559e-18 3.5e-13 2.4e-13 1.4e+02
 51 -1.065018305e-18 3.4e-13 2.5e-13 1.5e+02
sum minus FCI at orders 10, 30, 51 (Eh): 6.037e-06, -5.586e-13, -9.354e-15
vector norm factor per order, 40 to 50: 0.5382
peak error/peak energy, direct: orders 12-21 4.4e-14, 42-51 1.3e-13
peak error/peak energy, rule: orders 42-51 1.7e-13
worst direct relative error 1.1e-12 at order 20, E_m -1.13e-10 Eh
order 51 rule: total error 2.7e-31, local 1.6e-32 Eh
mean error ratio, sigma run / pre-subtracted W: 118.0
amplifier coefficient a_50: -4.107e-17
WATER STO-3G: O-H 2.0 angstrom, angle 105.0 deg, 133 determinants
RHF energy -74.40108514 Eh; smallest gap 0.39142 Eh
FCI correlation -0.3608740464 Eh = -9.819883 eV
E_12: recursion -3.607537e-03, contour -3.607537e-03 Eh
order  E_m/Eh  rel.err direct  rel.err rule  S_m/|E_m|
  2 -2.277404012e-01 3.9e-17 8.2e-17 1.0e+00
  3 -5.927386704e-02 3.1e-14 3.1e-14 3.7e+02
  4 -5.047052712e-02 2.6e-15 2.5e-15 1.7e+02
  5 -4.564936508e-02 1.2e-15 1.2e-14 2.4e+02
 10  1.190243255e-02 3.7e-14 1.2e-14 1.9e+02
 20  2.336375391e-03 5.2e-14 2.8e-14 9.5e+01
 30  1.676801791e-03 7.9e-13 8.4e-13 1.0e+02
 40 -7.224473893e-04 2.6e-12 2.3e-12 1.7e+02
 50 -3.166736598e-03 7.1e-13 6.3e-13 1.9e+01
 51 -6.215013676e-03 2.4e-13 2.2e-13 1.0e+01
sum minus FCI at orders 10, 30, 51 (Eh): 9.010e-03, 1.012e-02, 9.446e-04
vector norm factor per order, 40 to 50: 1.0321
peak error/peak energy, direct: orders 12-21 2.0e-13, 42-51 3.6e-13
peak error/peak energy, rule: orders 42-51 3.2e-13
worst direct relative error 2.6e-12 at order 40, E_m -7.22e-04 Eh
order 51 rule: total error 1.4e-15, local -1.3e-17 Eh
mean error ratio, sigma run / pre-subtracted W: 343.9
amplifier coefficient a_50: -2.958e-01
sigma calls for order 51: direct 50, 2n+1 rule 26
checks complete
```
